# Self-Energy of an Axial Charge in a Dielectric Cylinder

An electron charge on the axis of a cylinder of permittivity 12, surrounded by a medium of permittivity 4, has a polarization energy of 31.08 meV when the radius is 50 bohr and 15.54 meV when it is 100 bohr. Doubling the radius halves the energy. Doubling both permittivities at 50 bohr also halves it, although their ratio is unchanged. The theorem below accounts for both facts.

## Setting and statement

Hartree atomic units are used: a charge \(q\) in an unbounded medium of permittivity \(\varepsilon\) has the potential \(q/(\varepsilon r)\), and the displacement \(\mathbf D=\varepsilon\mathbf E\) obeys \(\nabla\cdot\mathbf D=4\pi q\,\delta(\mathbf r)\). The coordinates are \((\rho,z)\), with the charge at the origin and \(r=\sqrt{\rho^2+z^2}\).

**Assumptions.** The cylinder \(\rho<R\) is infinitely long and has permittivity \(\varepsilon_{\rm in}\). The medium outside is unbounded and has permittivity \(\varepsilon_{\rm out}\). Both are positive constants, the response is linear, local and isotropic, and the interface is sharp. Write \(\kappa=\varepsilon_{\rm in}/\varepsilon_{\rm out}\).

Inside the cylinder, split the potential as
\[
\varphi=\frac{q}{\varepsilon_{\rm in}r}+\varphi_{\rm ind}.
\]
The first term is the potential in an unbounded medium \(\varepsilon_{\rm in}\). The second comes from the polarization charge on the wall and is finite at the origin. The self-energy \(\Sigma\) is the electrostatic energy minus that of the same charge in the unbounded medium \(\varepsilon_{\rm in}\). This subtraction removes the divergent energy of a point charge.

**Theorem.** Under these assumptions
\[
\Sigma(R)=\frac{q^2}{\varepsilon_{\rm in}R}F(\kappa),\qquad
F(\kappa)=\frac1\pi\int_0^\infty A(x)\,dx,
\]
\[
A(x)=\frac{(\kappa-1)K_0K_1}{\Delta},\qquad
\Delta=\kappa I_1K_0+I_0K_1,
\]
where the modified Bessel functions are taken at \(x\). At fixed \(\varepsilon_{\rm in}\) and \(\varepsilon_{\rm out}\), therefore, \(\Sigma\propto1/R\). If only the ratio \(\kappa\) is fixed, \(F\) is fixed but the prefactor \(1/\varepsilon_{\rm in}\) is not.

## Three lemmas

**Lemma 1.** \(\Sigma=\tfrac12q\,\varphi_{\rm ind}(0)\).

*Proof.* Build up the charge slowly. When it has reached \(q'\), linearity makes the induced potential at the origin \((q'/q)\varphi_{\rm ind}(0)\). Adding \(dq'\) costs this potential times \(dq'\), beyond the cost in the unbounded medium. Hence
\[
\Sigma=\int_0^q\frac{q'}{q}\varphi_{\rm ind}(0)\,dq'=\frac12q\,\varphi_{\rm ind}(0).\qquad\square
\]

**Lemma 2.** For \(\rho>0\),
\[
\frac1r=\frac2\pi\int_0^\infty K_0(k\rho)\cos(kz)\,dk.
\]

*Proof.* Insert \(K_0(k\rho)=\int_0^\infty e^{-k\rho\cosh t}\,dt\) and integrate over \(k\) first, which absolute convergence permits. Since \(\int_0^\infty e^{-ka}\cos(kz)\,dk=a/(a^2+z^2)\), the integral becomes
\[
\int_0^\infty\frac{\rho\cosh t}{\rho^2\cosh^2t+z^2}\,dt .
\]
Put \(u=\rho\sinh t\). Then \(du=\rho\cosh t\,dt\) and \(\rho^2\cosh^2t=\rho^2+u^2\), so the integral is \(\int_0^\infty du/(u^2+r^2)=\pi/(2r)\). Multiplication by \(2/\pi\) gives \(1/r\). \(\square\)

**Lemma 3.** \(I_0(x)K_1(x)+I_1(x)K_0(x)=1/x\).

*Proof.* Call the left side \(w\). Use \(I_0'=I_1\), \(K_0'=-K_1\), \(I_1'=I_0-I_1/x\) and \(K_1'=-K_0-K_1/x\):
\[
\begin{aligned}
w'&=I_1K_1-I_0K_0-\frac{I_0K_1}{x}+I_0K_0-\frac{I_1K_0}{x}-I_1K_1\\
&=-\frac wx .
\end{aligned}
\]
Thus \(xw\) is constant. As \(x\to0\), \(I_0\to1\), \(xK_1\to1\) and \(xI_1K_0\to0\), so the constant is 1. \(\square\)

## Proof of the theorem

Away from the charge, the potential in each medium obeys Laplace's equation. A term \(f(\rho)\cos(kz)\) does so if \(f''+f'/\rho-k^2f=0\), whose solutions are \(I_0(k\rho)\) and \(K_0(k\rho)\). The induced part must be finite on the axis, which excludes \(K_0\) from it. The outer potential must decay, which excludes \(I_0\). With Lemma 2 for the direct term,
\[
\varphi_{\rm in}=\frac{2q}{\pi\varepsilon_{\rm in}}\int_0^\infty\left[K_0(k\rho)+A\,I_0(k\rho)\right]\cos(kz)\,dk,
\]
\[
\varphi_{\rm out}=\frac{2q}{\pi\varepsilon_{\rm in}}\int_0^\infty B\,K_0(k\rho)\cos(kz)\,dk .
\]
The amplitudes depend on \(k\). At \(\rho=R\) the potential and the normal displacement are continuous for every \(z\), hence for every \(k\). With \(x=kR\), and after division of the second condition by \(\varepsilon_{\rm out}k\),
\[
K_0+AI_0=BK_0,\qquad \kappa(-K_1+AI_1)=-BK_1 .
\]
The first condition gives \(B=1+AI_0/K_0\). Put this into the second:
\[
-\kappa K_1+\kappa AI_1=-K_1-A\frac{I_0K_1}{K_0}.
\]
Collect the terms in \(A\) on the left and multiply by \(K_0\):
\[
A(\kappa I_1K_0+I_0K_1)=(\kappa-1)K_0K_1 .
\]
This is the stated \(A\). Back-substitution and Lemma 3 give
\[
B=\frac{\kappa I_1K_0+I_0K_1+(\kappa-1)I_0K_1}{\Delta}
=\frac{\kappa(I_1K_0+I_0K_1)}{\Delta}=\frac{\kappa}{x\Delta}.
\]

The integral of \(A\) converges at both ends. For small \(x\), \(K_1\simeq1/x\) and \(x\Delta\to1\), so \(A\simeq(\kappa-1)K_0\simeq-(\kappa-1)\ln x\), which is integrable. For large \(x\), \(K_0K_1\simeq\pi e^{-2x}/(2x)\) and \(\Delta\simeq(\kappa+1)/(2x)\), so
\[
A\simeq\pi\,\frac{\kappa-1}{\kappa+1}\,e^{-2x}.
\]
In between, \(\Delta>0\) and there is no pole.

The solution is unique. The difference \(u\) of two decaying solutions has no source, so \(\int\varepsilon|\nabla u|^2dV=0\) and \(u\) is zero.

At the origin \(I_0(0)=1\) and \(\cos0=1\). Lemma 1 then gives
\[
\Sigma=\frac q2\cdot\frac{2q}{\pi\varepsilon_{\rm in}}\int_0^\infty A(kR)\,dk
=\frac{q^2}{\pi\varepsilon_{\rm in}R}\int_0^\infty A(x)\,dx,
\]
because \(dk=dx/R\). \(\square\)

## Why the power is minus one

The power follows from a scaling argument, without solving for the potential. The argument needs only Poisson's equation and a permittivity that depends on position through \(\mathbf r/R\). Let \(\varphi(\mathbf r)\) solve the problem for radius \(R\), with permittivity profile \(\varepsilon(\mathbf r)\). Define \(\varphi_\lambda(\mathbf r)=\lambda^{-1}\varphi(\mathbf r/\lambda)\). Two derivatives supply a factor \(\lambda^{-2}\), and therefore
\[
\nabla\cdot\left[\varepsilon(\mathbf r/\lambda)\nabla\varphi_\lambda\right]
=-4\pi q\,\lambda^{-3}\delta(\mathbf r/\lambda)=-4\pi q\,\delta(\mathbf r).
\]
So \(\varphi_\lambda\) solves the problem for radius \(\lambda R\) with the same charge. Its induced part at the origin is smaller by the factor \(\lambda\), and so is \(\Sigma\).

The argument also shows what spoils the law. If a coaxial metal gate lies at radius \(R_g\), the same scaling gives
\[
\Sigma=\frac{q^2}{\varepsilon_{\rm in}R}\,F_g\!\left(\kappa,\frac{R_g}{R}\right).
\]
The pure inverse radius survives if \(R_g/R\) is held fixed, but a fixed oxide thickness \(R_g-R\) changes that ratio as \(R\) changes. The change is large. As \(R_g/R\to\infty\), \(F_g\) tends to \(F(\kappa)\), but as \(R_g\to R\) it tends to the negative value for metallic surroundings found below. For \(\kappa=3\), \(F_g\) is about \(-0.06\) at \(R_g/R=1.5\), \(0.11\) at 2 and \(0.56\) at 10, against 0.685 without the gate. A finite wire length or a diffuse interface enters in the same way. For a charge at distance \(\rho_0\) from the axis, the factor depends on \(\rho_0/R\), so the power law holds along a family of fixed \(\rho_0/R\). Permittivities that themselves vary with \(R\) also break it, unless \(F(\kappa)/\varepsilon_{\rm in}\) happens to stay constant.

## The same result from the field energy

The factor one half can be checked without the charging argument. Let \(\mathbf E_0\) and \(\mathbf D_0=\varepsilon_{\rm in}\mathbf E_0\) be the fields of the same charge in the unbounded medium \(\varepsilon_{\rm in}\).

**Proposition.**
\[
\Sigma=\frac{\varepsilon_{\rm in}-\varepsilon_{\rm out}}{8\pi}\int_{\rho>R}\mathbf E\cdot\mathbf E_0\,dV .
\]

*Proof.* The energy difference is \((8\pi)^{-1}\int(\mathbf E\cdot\mathbf D-\mathbf E_0\cdot\mathbf D_0)\,dV\). Expanding the right side confirms the identity
\[
\mathbf E\cdot\mathbf D-\mathbf E_0\cdot\mathbf D_0
=(\mathbf E\cdot\mathbf D_0-\mathbf E_0\cdot\mathbf D)+(\mathbf E+\mathbf E_0)\cdot(\mathbf D-\mathbf D_0).
\]
The last term integrates to zero. Here \(\mathbf E+\mathbf E_0\) is a gradient, and \(\mathbf D-\mathbf D_0\) has no divergence because the free charges are equal. Integration by parts leaves surface terms. On a large sphere they vanish because potential times displacement falls faster than the area grows. On a small sphere around the charge \(\mathbf D-\mathbf D_0\) is bounded, the potential grows as \(1/r\) and the area shrinks as \(r^2\). In the remaining bracket the two products cancel inside the cylinder, and outside they give \((\varepsilon_{\rm in}-\varepsilon_{\rm out})\mathbf E\cdot\mathbf E_0\). \(\square\)

To evaluate the integral, differentiate the Fourier forms. The radial field outside carries \(kBK_1\cos(kz)\) and the axial field \(kBK_0\sin(kz)\); for \(\mathbf E_0\), \(B\) is replaced by 1. For positive \(k,k'\), the integral over all \(z\) of \(\cos(kz)\cos(k'z)\), or of the two sines, is \(\pi\delta(k-k')\). With the volume factor \(2\pi\rho\,d\rho\), the constants combine to \((4/\pi^2)\cdot\pi\cdot2\pi=8\):
\[
\int_{\rho>R}\!\mathbf E\cdot\mathbf E_0\,dV=\frac{8q^2}{\varepsilon_{\rm in}^2}\int_0^\infty\! dk\,k^2B\int_R^\infty\!\rho\left[K_0^2+K_1^2\right]_{k\rho}d\rho .
\]
The derivative rules of Lemma 3 give
\[
\frac{d}{dt}(tK_0K_1)=K_0K_1-tK_1^2-tK_0^2-K_0K_1=-t(K_0^2+K_1^2),
\]
so \(k^2\) times the radial integral is \(xK_0K_1\) at \(x=kR\). Therefore
\[
\Sigma=\frac{q^2}{\pi\varepsilon_{\rm in}R}\int_0^\infty\left(1-\frac1\kappa\right)B\,xK_0K_1\,dx .
\]
With \(B=\kappa/(x\Delta)\) the integrand is \((\kappa-1)K_0K_1/\Delta=A\), as before. For \(\kappa=3\), numerical integration of the field energy and the formula both give \(F=0.685374\).

## Sign, growth and limits

**Corollary.** \(F\) increases with \(\kappa\), is concave, and has the sign of \(\kappa-1\).

*Proof.* Differentiate \(A\) at fixed \(x\) and use Lemma 3:
\[
\frac{\partial A}{\partial\kappa}=K_0K_1\frac{\Delta-(\kappa-1)I_1K_0}{\Delta^2}
=\frac{K_0K_1}{x\Delta^2}>0 .
\]
A second derivative gives \(-2I_1K_0^2K_1/(x\Delta^3)<0\). Both signs pass to the integral, and \(F(1)=0\). \(\square\)

If \(\varepsilon_{\rm in}>\varepsilon_{\rm out}\), the wall charge has the sign of \(q\) and repels it, so \(\Sigma>0\). This rule needs the unbounded outer medium of the theorem; a nearby metal gate can reverse the sign. If the surroundings are more polarizable, the wall charge attracts it. The energy contains \(q^2\), so a single electron and a single hole on the axis have the same \(\Sigma\).

**Weak contrast.** To first order in the contrast, replace \(\mathbf E\) by \(\mathbf E_0\) in the proposition. With \(z=\rho\tan\theta\), \(\int dz/(\rho^2+z^2)^2=\pi/(2\rho^3)\), and
\[
\int_{\rho>R}\frac{dV}{r^4}=2\pi\int_R^\infty\rho\,\frac{\pi}{2\rho^3}\,d\rho=\frac{\pi^2}{R}.
\]
Hence \(\Sigma\simeq\pi q^2(\varepsilon_{\rm in}-\varepsilon_{\rm out})/(8\varepsilon_{\rm in}^2R)\). Since \(1-1/\kappa\) equals \(\kappa-1\) to first order, \(F\simeq\pi(\kappa-1)/8\). The numerical slope at \(\kappa=1\) is 0.392699, equal to \(\pi/8\) to the digits shown. By concavity this tangent lies above \(F\). At \(\kappa=3\) it gives 0.785, about 15% above the full value 0.685.

**Metallic surroundings.** As \(\varepsilon_{\rm out}\to\infty\) at fixed \(\varepsilon_{\rm in}\), \(\kappa\to0\) and \(A\to-K_0/I_0\), so
\[
F(0)=-\frac1\pi\int_0^\infty\frac{K_0}{I_0}\,dx=-0.4353 .
\]
Because \(F\) increases with \(\kappa\), no surrounding dielectric can bind the axial charge more strongly than this. For \(\varepsilon_{\rm in}=12\) and \(R=50\) bohr the limit is \(-0.4353/600=-7.26\times10^{-4}\) hartree.

**Large contrast.** As \(\kappa\to\infty\), \(A\) rises towards \(K_1/I_1\), which behaves as \(2/x^2\) at small \(x\) and has a divergent integral. So \(F\) has no upper bound. The divergence comes from small \(k\), that is, from long distances along the wire: at high contrast the assumption of infinite length becomes more demanding.

## Worked example

Take the round parameters \(q=1\), \(\varepsilon_{\rm in}=12\), \(\varepsilon_{\rm out}=4\), so \(\kappa=3\). The matching at \(x=1\) shows the size of the amplitudes:
\[
\Delta=3(0.56516)(0.42102)+(1.26607)(0.60191)=1.4759,
\]
\[
A=\frac{2(0.42102)(0.60191)}{1.4759}=0.3434,\qquad B=\frac{3}{1.4759}=2.033 .
\]
Integration over all \(x\) gives \(F(3)=0.685374\). At \(R=50\) bohr, or 2.65 nm,
\[
\Sigma=\frac{0.685374}{12\times50}=1.1423\times10^{-3}\ \text{hartree}=31.08\ \text{meV}.
\]
At 25 and 100 bohr the energies are 62.17 and 15.54 meV. The product \(R\Sigma=0.057114\) hartree bohr is the same for all three radii.

A calculation in real space tests this without Bessel functions. Let \(\sigma(z)\) be the polarization charge density on the wall, and \(\bar E\) the mean of the normal fields on its two sides. The fields are \(\bar E-2\pi\sigma\) inside and \(\bar E+2\pi\sigma\) outside. Continuity of displacement, \(\varepsilon_{\rm in}(\bar E-2\pi\sigma)=\varepsilon_{\rm out}(\bar E+2\pi\sigma)\), gives
\[
\sigma=\frac{\varepsilon_{\rm in}-\varepsilon_{\rm out}}{2\pi(\varepsilon_{\rm in}+\varepsilon_{\rm out})}\,\bar E .
\]
Here \(\bar E\) contains the field of the screened charge \(q/\varepsilon_{\rm in}\) and that of all charged rings on the wall, so this is an integral equation for \(\sigma\). Its solution gives
\[
\Sigma=\frac q2\int_{-\infty}^{\infty}\frac{2\pi R\,\sigma(z)}{\sqrt{R^2+z^2}}\,dz .
\]
It was solved on a long finite mesh that was not rescaled with \(R\). The energies agree with the theorem to within two parts in \(10^5\) at the three radii, and their fitted radius exponent is \(-1.00000\).

The total wall charge follows from Gauss's law. Integrating the radial field over \(z\) selects \(k\to0\), where \(B\to\kappa\) and \(kK_1(k\rho)\to1/\rho\). The flux is \(4\pi q/\varepsilon_{\rm in}\) just inside the wall and \(4\pi q\kappa/\varepsilon_{\rm in}=4\pi q/\varepsilon_{\rm out}\) just outside. The wall therefore carries
\[
q\left(\frac1{\varepsilon_{\rm out}}-\frac1{\varepsilon_{\rm in}}\right)=\frac14-\frac1{12}=0.16667 .
\]
The real-space solution gives 0.16666.

Now change the surroundings at \(R=50\) bohr. For \(\varepsilon_{\rm out}=1\), \(F(12)=2.778\) and \(\Sigma=126.0\) meV, about four times the value for \(\varepsilon_{\rm out}=4\). For \(\varepsilon_{\rm out}=24\), \(F(0.5)=-0.2057\) and \(\Sigma=-9.33\) meV: the sign has changed, as the corollary requires. With permittivities 24 and 8, \(\kappa\) is again 3, but the real-space energy is 0.50000 times that for 12 and 4. This is the factor \(1/\varepsilon_{\rm in}\) in the theorem.

These energies belong to a point charge on the axis of a continuum cylinder. They contain no kinetic energy of confinement and no average over a carrier's transverse density. If that density keeps its shape as it scales with \(R\), the average of the self-energy over \(\rho_0/R\), where it converges, also varies as \(1/R\), with a different coefficient. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
charge q = 1 e; eps_in = 12, eps_out = 4, kappa = 3.0
1/r at rho=1.3, z=0.7 bohr: expansion 0.677285, direct 0.677285 1/bohr
Bessel functions at x=1: I0 1.26607, I1 0.56516, K0 0.42102, K1 0.60191
matching at x=1: A = 0.34341, B = 2.03267
F(3): formula 0.685374, field energy 0.685374
R = 25 bohr (1.323 nm): Sigma = 2.284579e-03 hartree (62.167 meV)
   wall-charge Sigma = 2.284543e-03 hartree, R*Sigma = 0.057114 hartree bohr
R = 50 bohr (2.646 nm): Sigma = 1.142289e-03 hartree (31.083 meV)
   wall-charge Sigma = 1.142273e-03 hartree, R*Sigma = 0.057114 hartree bohr
   total wall charge = 0.16666 e, expected 0.16667 e
R = 100 bohr (5.292 nm): Sigma = 5.711447e-04 hartree (15.542 meV)
   wall-charge Sigma = 5.711369e-04 hartree, R*Sigma = 0.057114 hartree bohr
radius exponent from wall-charge energies = -1.00000
R = 50 bohr, eps_out = 1: F = 2.777992, Sigma = 4.629986e-03 hartree (125.988 meV)
   wall-charge Sigma = 4.629819e-03 hartree
R = 50 bohr, eps_out = 24: F = -0.205745, Sigma = -3.429079e-04 hartree (-9.331 meV)
   wall-charge Sigma = -3.429056e-04 hartree
R = 50 bohr, eps 24 and 8: wall-charge Sigma = 5.711367e-04 hartree, ratio to eps 12 and 4 = 0.50000
dF/dkappa at kappa=1: numerical 0.392699, pi/8 = 0.392699
weak-contrast estimate of F(3) = 0.785398, ratio to full F = 1.1459
metallic surroundings: F(0) = -0.435345, wall-charge value -0.435343
```
